# White-Bird and analytic GGA potentials: consistency with the grid energy, part 1

(Sections cited here and not found follow in the second part.)

## What symmetry fixes

A plane-wave program evaluates a generalized gradient approximation (GGA) on a uniform grid, and the form of the potential that belongs to the grid energy follows from the chain rule and the antisymmetry of the discrete gradient, whatever the functional. Hartree atomic units are used, and the density is spin-unpolarized and positive. The cell has volume $\Omega$ and carries $N^3$ points $\mathbf r_i$, each of weight $w=\Omega/N^3$.

The exchange-correlation energy per volume $f$ depends on the density $n$ and its gradient $\mathbf g$. It is a scalar under rotations, so $\mathbf g$ enters only through $\sigma=|\mathbf g|^2$, and the vector $\mathbf h=\partial f/\partial\mathbf g$ must point along $\mathbf g$. Differentiating $\sigma$ gives $\mathbf h=2f_\sigma\,\mathbf g$, where subscripts $n$ and $\sigma$ on $f$ denote partial derivatives. On the grid the gradient is a linear map of the density values, $\mathbf g_j=\sum_k\mathbf D_{jk}n_k$. Invariance under translations by a grid vector makes $\mathbf D_{jk}$ a function of $\mathbf r_j-\mathbf r_k$ alone, and a discrete gradient that respects inversion, as assumed here (a one-sided difference would not), is odd under it, so $\mathbf D_{kj}=-\mathbf D_{jk}$.

The energy depends on $n_i$ in two ways, directly at point $i$ and through the gradients at all points $j$. The first dependence gives a local term $f_n$. By the chain rule the second is $\sum_j\mathbf h_j\cdot\partial\mathbf g_j/\partial n_i=\sum_j\mathbf h_j\cdot\mathbf D_{ji}$, the transpose of $\mathbf D$ acting on $\mathbf h$, which by antisymmetry is $-\mathbf D\cdot\mathbf h$. The derivative $\partial E/\partial n_i$ has the dimension energy times volume and must be divided by $w$ to be a potential. The dimensions then agree: $f$ is in Ha/bohr$^3$, $\mathbf g$ in bohr$^{-4}$, $\mathbf h$ in Ha bohr and $\mathbf D\cdot\mathbf h$ in Ha. The potential therefore has the form

$$v^{\rm WB}=f_n-\mathbf D\cdot(2f_\sigma\,\mathbf D n),$$

with the same $\mathbf D$ in both places. This is the White-Bird potential.

## Values of the option

The option selects how the potential is built. The energy is the same in all three cases,

$$E_N=w\sum_i f(n_i,\sigma_i),\qquad \sigma_i=|\mathbf g_i|^2,\qquad \mathbf g=\mathbf Dn .$$

- `white_bird`: $v^{\rm WB}$, the exact derivative of $E_N$.
- `analytic_hessian`: $v^{A}$, the continuum functional derivative expanded by the chain rule and evaluated with the Hessian of $n$.
- `analytic_grad_sigma`: $v^{B}$, the same expansion with the gradient of $\sigma$ taken by FFT.

The grid inner product is $\langle a,b\rangle=w\sum_i a_ib_i$. The numbers below come from the numerical check, which implements the three values with the PBE functional from libxc, except the values quoted for $N=13$ and $N=33$, which belong to the same model on those grids.

## The derivative matrix

The discrete Fourier transform is $\tilde n_{\mathbf m}=N^{-3}\sum_k n_k e^{-i\mathbf G_{\mathbf m}\cdot\mathbf r_k}$, with $\mathbf G_{\mathbf m}=\sum_a m_a\mathbf b_a$, reciprocal lattice vectors $\mathbf b_a$, and integers $m_a$ defined modulo $N$. Transforming, multiplying by $i\mathbf G_{\mathbf m}$ and transforming back is the matrix

$$\mathbf D_{jk}=\frac1{N^3}\sum_{\mathbf m} i\mathbf G_{\mathbf m}\,e^{i\mathbf G_{\mathbf m}\cdot(\mathbf r_j-\mathbf r_k)} .$$

Suppose the set of indices is closed under $\mathbf m\to-\mathbf m$ and the multiplier is odd, $\mathbf G_{-\mathbf m}=-\mathbf G_{\mathbf m}$. Exchanging $j$ and $k$ reverses the sign of the exponent, relabelling $\mathbf m\to-\mathbf m$ restores it and reverses the sign of the multiplier, so $\mathbf D_{kj}=-\mathbf D_{jk}$. Complex conjugation reverses the sign of the exponent and of $i$, and the same relabelling restores both, so $\mathbf D$ is real.

For odd $N=2K+1$ the indices run from $-K$ to $K$ and the condition holds. For even $N$ the Nyquist index $m_a=-N/2$ is its own negative modulo $N$, so the term $m_a\mathbf b_a$, taken as a function of $m_a$ alone, can be odd only if it vanishes there. The convention is to set that $m_a$ to zero in the multiplier, while the phase factor is left unchanged.

In one dimension, with period $L$, $G_m=2\pi m/L$, $r=j-k\neq0$ and $\theta=2\pi r/N$, the matrix is $D_{jk}=(2\pi/LN)\,S'(\theta)$ with $S(\theta)=\sum_m e^{im\theta}$. For odd $N$ the geometric sum is $S=\sin(N\theta/2)/\sin(\theta/2)$, and

$$S'=\frac N2\frac{\cos(N\theta/2)}{\sin(\theta/2)}-\frac{\sin(N\theta/2)\cos(\theta/2)}{2\sin^2(\theta/2)} .$$

At $\theta=2\pi r/N$ one has $\sin(N\theta/2)=0$ and $\cos(N\theta/2)=(-1)^r$, so

$$D_{jk}=\frac\pi L\,\frac{(-1)^{r}}{\sin(\pi r/N)}\qquad(N\ \text{odd}).$$

For even $N$ without the Nyquist term there are $N-1$ terms, and

$$S=\frac{\sin((N-1)\theta/2)}{\sin(\theta/2)}=\sin\frac{N\theta}2\cot\frac\theta2-\cos\frac{N\theta}2 .$$

In $S'$ every term but $(N/2)\cos(N\theta/2)\cot(\theta/2)$ carries the factor $\sin(N\theta/2)=0$, so

$$D_{jk}=\frac\pi L\,\frac{(-1)^{r}}{\tan(\pi r/N)}\qquad(N\ \text{even}).$$

The diagonal vanishes in both cases because $\sum_m m=0$. The omitted Nyquist term would be $N^{-1}\,i\,(-\pi N/L)(-1)^r=-i(\pi/L)(-1)^r$, which is imaginary and symmetric. For $L=6$ bohr its magnitude is $\pi/6=0.523599$ bohr$^{-1}$, the value found for $N=8$. The program tests both closed forms and the antisymmetry against the FFT. The off-diagonal elements do not fall to zero beyond any short range: for odd $N$ none of them vanishes, and for even $N$ only the one at $r=N/2$ does. Hence $\mathbf g_j$ depends on all or all but one of the other $n_i$ on each of the three grid lines through $\mathbf r_j$, and an explicit sum over $j$ would be expensive. Antisymmetry turns that sum into another FFT derivative.

For odd $N$ any grid data define a trigonometric interpolant with $|m_a|\le K$, and $\mathbf Dn$ is the exact gradient of that interpolant at the grid points. A function is called band-limited here when all its Fourier components lie within the symmetric index range of the grid.

## `white_bird`: the exact derivative

$E_N$ is an ordinary function of the $N^3$ numbers $n_i$, and the chain rule applies to it without approximation wherever $f$ is differentiable:

$$\frac{\partial E_N}{\partial n_i}=w\sum_j\left[f_n(j)\,\delta_{ji}+f_\sigma(j)\,\frac{\partial\sigma_j}{\partial n_i}\right].$$

Since $\sigma_j=\mathbf g_j\cdot\mathbf g_j$ and $\partial\mathbf g_j/\partial n_i=\mathbf D_{ji}$, the last factor is $2\mathbf g_j\cdot\mathbf D_{ji}$. With $\mathbf h_j=2f_\sigma(j)\mathbf g_j$ and $\mathbf D_{ji}=-\mathbf D_{ij}$,

$$\frac1w\frac{\partial E_N}{\partial n_i}=f_n(i)+\sum_j\mathbf h_j\cdot\mathbf D_{ji}=f_n(i)-\sum_j\mathbf D_{ij}\cdot\mathbf h_j=v^{\rm WB}_i .$$

The derivation used no smoothness of $n$, no product rule and no limit of a fine grid. It used antisymmetry, which is summation by parts, $\langle a,\mathbf Db\rangle=-\langle\mathbf Da,b\rangle$, the grid counterpart of integration by parts on a periodic cell. In consequence $dE_N=\langle v^{\rm WB},dn\rangle$ for every variation of the grid values.

The algorithm follows the formula. One three-dimensional transform of one field counts as one FFT.

1. Transform $n\to\tilde n$: 1 FFT.
2. Form $iG_a\tilde n$ for the three Cartesian components and transform back to get $\mathbf g$: 3 FFTs.
3. Evaluate $f$, $f_n$, $f_\sigma$ point by point and form $\mathbf h=2f_\sigma\mathbf g$: no FFT.
4. Transform the three components of $\mathbf h$: 3 FFTs.
5. Form the scalar $i\mathbf G\cdot\tilde{\mathbf h}$ in reciprocal space and transform it back: 1 FFT.

The total is $1+3+3+1=8$. The divergence costs four transforms and not six because the sum over components is linear and is done before the last transform. Only first derivatives of $f$ appear.

For a spin-polarized functional the same chain rule gives $\mathbf h_\uparrow=2f_{\sigma_{\uparrow\uparrow}}\mathbf g_\uparrow+f_{\sigma_{\uparrow\downarrow}}\mathbf g_\downarrow$ with $\sigma_{\uparrow\downarrow}=\mathbf g_\uparrow\cdot\mathbf g_\downarrow$, and likewise for the other spin, so the count doubles. The program does not test that case.

## The analytic values

In the continuum, $\delta E=\int(f_n\,\delta n+\mathbf h\cdot\nabla\delta n)\,d^3r$, and integration by parts over the periodic cell gives $v=f_n-\nabla\cdot\mathbf h$. The product rule gives

$$\nabla\cdot(2f_\sigma\nabla n)=2f_\sigma\nabla^2n+2\nabla f_\sigma\cdot\nabla n ,$$

and the chain rule gives $\nabla f_\sigma=f_{n\sigma}\nabla n+f_{\sigma\sigma}\nabla\sigma$. Hence

$$v=f_n-2f_\sigma\nabla^2n-2f_{n\sigma}\,\sigma-2f_{\sigma\sigma}\nabla n\cdot\nabla\sigma .$$

With the Hessian $H_{ab}=\partial_a\partial_bn$ one has $\partial_a\sigma=2\sum_bH_{ab}\,\partial_bn$, and the last term becomes $-4f_{\sigma\sigma}\nabla n\cdot H\cdot\nabla n$. The program tests this expansion symbolically on a polynomial $f$ and a polynomial $n$. The two discretizations are

$$v^A=f_n-2f_\sigma\,{\rm tr}H-2f_{n\sigma}\sigma-4f_{\sigma\sigma}\,\mathbf g\cdot H\cdot\mathbf g,$$

$$v^B=f_n-2f_\sigma\,\Delta n-2f_{n\sigma}\sigma-2f_{\sigma\sigma}\,\mathbf g\cdot\mathbf D\sigma ,$$

where $H_{ab}$ is the inverse transform of $-G_aG_b\tilde n$ and $\Delta n$ that of $-G^2\tilde n$. The form $v^A$ needs $\tilde n$ (1), the gradient (3) and the six independent Hessian components (6), whose trace supplies the Laplacian, for a total of 10. The form $v^B$ needs $\tilde n$ (1), the gradient (3), the Laplacian (1), the transform of $\sigma$ (1) and its gradient (3), for a total of 9. Counters wrapped around the FFT calls return 8, 10 and 9 for the three values. Each count drops by one when $\tilde n$ is already held. Both analytic values need the second derivatives $f_{n\sigma}$ and $f_{\sigma\sigma}$.

When $n$ is band-limited, every ingredient of $v^A$ is exact at the grid points, so $v^A_i$ is the continuum potential $v(\mathbf r_i)$. The same holds for $v^B$ when $\sigma$ is also band-limited, which requires twice the bandwidth of $n$. Otherwise it fails in general, apart from special cases such as $f_{\sigma\sigma}=0$, where $v^B=v^A$.

The direct test of consistency perturbs one grid value and differentiates $E_N$ by finite differences. For rough random positive data in a triclinic cell, the largest deviation $|v_i-w^{-1}\partial E_N/\partial n_i|$ over the sampled points is:

| $N$ | WB (Ha) | A (Ha) | B (Ha) |
|---|---|---|---|
| 7 | $1.1\times10^{-11}$ | $6.2\times10^{-2}$ | $6.0\times10^{-2}$ |
| 8 | $1.5\times10^{-11}$ | $1.1\times10^{-1}$ | $3.5\times10^{-2}$ |

The White-Bird entries are at the level of the finite-difference error, for an odd and for an even grid. Random data are an extreme case, and the sizes for A and B do not carry over to smooth densities.

## Where the difference comes from

Take $n$ band-limited. Then $v^A=f_n-\nabla\cdot\mathbf h$ at the grid points, and

$$\Delta v\equiv v^{\rm WB}-v^A=\nabla\cdot\mathbf h-\mathbf D\cdot\mathbf h .$$

The field $\mathbf h$ is a nonlinear function of $n$ and in general has Fourier components $\mathbf h_{\mathbf m}$ at all integer $\mathbf m$. At grid points $e^{i\mathbf G_{N\mathbf l}\cdot\mathbf r_i}=1$ for every integer vector $\mathbf l$, so sampling folds the spectrum, $\tilde{\mathbf h}_{\mathbf m}=\sum_{\mathbf l}\mathbf h_{\mathbf m+N\mathbf l}$. The operator $\mathbf D$ multiplies the folded sum by $i\mathbf G_{\mathbf m}$, whereas the true divergence multiplies each term by its own $i\mathbf G_{\mathbf m+N\mathbf l}$ before folding. Subtracting, for odd $N$,

$$\widetilde{\Delta v}_{\mathbf m}=\sum_{\mathbf l\neq0}i\,\mathbf G_{N\mathbf l}\cdot\mathbf h_{\mathbf m+N\mathbf l} .$$

The difference is pure aliasing. It is built from the components of $\mathbf h$ outside the grid, each multiplied by a wave vector of the order of the inverse grid spacing. It vanishes for a local density approximation, where $\mathbf h=0$, and for $f=c\sigma$ with constant $c$, where $\mathbf h=2c\,\mathbf g$ is band-limited. When $\mathbf h$ is analytic in a strip around the real axes its components decay exponentially at large $|\mathbf m|$, and so does $\Delta v$ with $N$.

What matters for energies is the projection on a band-limited variation $\delta n$. Summation by parts gives $\langle-\mathbf D\cdot\mathbf h,\delta n\rangle=\langle\mathbf h,\mathbf D\,\delta n\rangle$, summed over components, and $\mathbf D\,\delta n=\nabla\delta n$ at the points, so

$$\langle\Delta v,\delta n\rangle=w\sum_i\big[\delta n\,\nabla\cdot\mathbf h+\mathbf h\cdot\nabla\delta n\big]_i=w\sum_i\big[\nabla\cdot(\mathbf h\,\delta n)\big]_i .$$

The integral of this divergence over the cell is zero, and that is the surface term dropped in the continuum derivation. Its grid sum is $\Omega\sum_{\mathbf l\neq0}i\mathbf G_{N\mathbf l}\cdot(\mathbf h\,\delta n)_{N\mathbf l}$, which need not be zero. The analytic formula assumes an integration by parts that the quadrature performs only approximately.

The energy has an aliasing error of its own. The grid sum of $f$ picks out the components at multiples of $N$, so $E_N-E=\Omega\sum_{\mathbf l\neq0}f_{N\mathbf l}$, where $f_{\mathbf m}$ are the Fourier components of the energy density as a function of position. The White-Bird potential differentiates $E_N$ including this error.

## No energy function behind the analytic potential

That $v^A$ is not the derivative of $E_N$ leaves open that it is the derivative of some other function of the $n_i$. The integrability condition decides this. Let $J_{ij}=\partial v_i/\partial n_j$. If $w\,v_i=\partial F/\partial n_i$ for a twice differentiable $F$, then $J$ is symmetric, and for any two grid vectors $p$ and $q$ the asymmetry

$$C=\langle q,Jp\rangle-\langle p,Jq\rangle$$

vanishes. For $v^{\rm WB}$ this holds with $F=E_N$.

For $v^A=v^{\rm WB}-\Delta v$, take $n$, $p$ and $q$ band-limited (automatic for odd $N$ through the interpolant) and differentiate the projection formula with $\delta n=q$ along $p$. This gives $\langle q,J^Ap\rangle=\langle q,J^{\rm WB}p\rangle-w\sum_i\nabla\cdot(q\,\delta_p\mathbf h)$, where the linear change of $\mathbf h=2f_\sigma\mathbf g$ follows from $\delta n=p$, $\delta\mathbf g=\nabla p$ and $\delta\sigma=2\mathbf g\cdot\nabla p$:

$$\delta_p\mathbf h=2f_{n\sigma}\,p\,\mathbf g+4f_{\sigma\sigma}(\mathbf g\cdot\nabla p)\,\mathbf g+2f_\sigma\nabla p .$$

In $q\,\delta_p\mathbf h-p\,\delta_q\mathbf h$ the first term is symmetric in $p$ and $q$ and cancels. With $\mathbf u=q\nabla p-p\nabla q$,

$$C^A=-w\sum_i\nabla\cdot\big[2f_\sigma\mathbf u+4f_{\sigma\sigma}\,\mathbf g\,(\mathbf g\cdot\mathbf u)\big]_i .$$

This is again the grid sum of a divergence, zero in the continuum and fixed by aliased components on the grid. One density and one pair $p,q$ with $C^A\neq0$ prove that no $F$ exists for that functional and grid, and the example below supplies them for PBE.

The asymmetry has a direct meaning as work. On the plane $n=n_0+\alpha p+\beta q$ the form $\langle v,dn\rangle$ is $P\,d\alpha+Q\,d\beta$ with $P=\langle v,p\rangle$ and $Q=\langle v,q\rangle$. Since $\partial Q/\partial\alpha=\langle q,Jp\rangle$ and $\partial P/\partial\beta=\langle p,Jq\rangle$, Green's theorem for the counterclockwise circle of radius $\varepsilon$ gives

$$W=\oint\langle v,dn\rangle=\iint_{\alpha^2+\beta^2\le\varepsilon^2}C(n_0+\alpha p+\beta q)\,d\alpha\,d\beta=\pi\varepsilon^2C(n_0)\,[1+O(\varepsilon^2)] .$$

The terms of $C$ linear in $\alpha$ and $\beta$ integrate to zero over the disc, so the first correction is quadratic in $\varepsilon$. A nonzero $W$ means that an energy obtained by integrating $v^A$ along a path of densities depends on the path.

The White-Bird potential is the exact derivative of the grid energy, while for band-limited densities the analytic Hessian form differs from it by aliasing alone and can be the derivative of some other energy function only if the asymmetry $C^A$ vanishes. What remains is the PBE example in which it does not vanish, together with the consequences for Kohn-Sham forces and energies and the guidance on settings.
